Pair-energy lower bound and symmetry-forced stationary points on the fcc lattice

**Ground states of pair interactions on the fcc lattice**

Suppose that the energies of several ordered structures of an alloy have been computed and one of them is the lowest. This does not establish a ground state, because a structure missing from the list may lie lower. Lengthening the list does not cure the problem, since the number of possible structures has no limit. What is needed is an energy below which no configuration can fall. If a structure reaches that energy, the search is over.

For pair interactions such a bound follows from the minimum of one function of wavevector, V(k). Symmetry makes V(k) stationary at four kinds of point in the fcc Brillouin zone. Stationary does not mean extremal, however, and a bound built on the special points alone can be false.

**The energy of a configuration**

Place A and B atoms on a rigid fcc lattice with cubic lattice parameter a. Take N sites with periodic boundary conditions, and let n(R) = 1 if site R holds an A atom and n(R) = 0 if it holds a B atom. The fraction of A atoms is c. The pair energies V_AA(R), V_BB(R) and V_AB(R) depend on the separation R but not on the surrounding configuration. They have the cubic symmetry of the lattice, so each takes equal values at R and −R.

With n = n(R) and n′ = n(R′), the energy of one pair is

V_AA nn′ + V_BB(1 − n)(1 − n′) + V_AB[n(1 − n′) + (1 − n)n′]
= V_BB + (V_AB − V_BB)(n + n′) + (V_AA + V_BB − 2V_AB)nn′.  (1)

Sum over ordered pairs and multiply by ½, so that each pair counts once. Let W_ij be the sum of V_ij(R) over all R ≠ 0. The first term of (1) gives ½W_BB per site. In the second, n and n′ contribute equally, which gives (W_AB − W_BB)c. Both are fixed by the composition. The arrangement of atoms affects only the third term,

E/N = (1/2N) Σ_{R,R′} V(R − R′) n(R) n(R′),  V = V_AA + V_BB − 2V_AB,  (2)

where R′ runs over the N sites, R runs over the infinite lattice with n(R) continued periodically, and V is set to zero at zero separation. A positive V(R) disfavours A–A pairs at that separation. From here on, "energy" means E.

Define

V(k) = Σ_R V(R) e^{−ik·R},  n_k = (1/N) Σ_R n(R) e^{−ik·R}.  (3)

The first sum runs over the infinite lattice and the second over the N sites. Because V(R) = V(−R), V(k) is real. Assume that Σ|R||V(R)| is finite, so that V(k) is continuous and may be differentiated term by term.

The periodic boundary conditions allow N inequivalent wavevectors, for which Σ_R e^{i(k−k′)·R} = N if k = k′ and zero otherwise. Hence n(R) = Σ_k n_k e^{ik·R}. Since n(R) is real, it also equals Σ_k′ n_k′* e^{−ik′·R}. Insert the first form for n(R′) and the second for n(R) in (2), and write R = R′ + ρ:

E/N = (1/2N) Σ_{k,k′} n_k n_k′* [Σ_ρ V(ρ) e^{−ik′·ρ}] [Σ_R′ e^{i(k−k′)·R′}].

The last bracket is N for k = k′ and zero otherwise; the other bracket is then V(k). Therefore

E/N = ½ Σ_k V(k)|n_k|².  (4)

**The lower bound**

By (4), the energy is a weighted sum of V(k). The weights are constrained because a site is either occupied or empty, so that n(R)² = n(R). The same orthogonality relation gives

Σ_k |n_k|² = (1/N) Σ_R n(R)² = (1/N) Σ_R n(R) = c.  (5)

The weight at k = 0 is also fixed, since n_0 = c and |n_0|² = c². The other wavevectors share the remainder,

Σ_{k≠0} |n_k|² = c − c² = c(1 − c).  (6)

Let V_min be the minimum of V(k) over all k, and write V(Γ) for its value at k = 0. Separate the k = 0 term in (4) and replace V(k) by V_min in all others. No term increases, so (6) gives

E/N ≥ B(c) = ½V(Γ)c² + ½V_min c(1 − c).  (7)

Subtracting B(c) from (4) shows what was given away:

E/N − B(c) = ½ Σ_{k≠0} [V(k) − V_min]|n_k|².  (8)

Every term on the right is non-negative. Equality therefore holds if and only if all the weight at k ≠ 0 lies on wavevectors where V(k) = V_min. This is a demanding condition, because the waves must add up to 0 or 1 on every site. At a given composition there may be no such combination. Every finite cell then lies above B(c), although a sequence of larger cells may still approach it.

If Γ is the only minimum, (7) becomes E/N ≥ ½V(Γ)c. For 0 < c < 1 no finite cell reaches this value, because (6) puts weight away from Γ. Separation into slabs of pure A and pure B approaches it. The number of pairs with separation R that cross an interface is proportional to the interface area times the component of R along the normal. The finite sum Σ|R||V(R)| therefore keeps the interface energy per area finite, and its share per site vanishes as the slabs thicken.

For example, let only nearest neighbours interact, with V1 < 0, and alternate equal (001) slabs with period ma. A cell of base a × a has 4m sites and 2m A atoms. Each of its two interfaces has two A atoms that lack four A neighbours each, so

E/N = ½V1(12·2m − 2·2·4)/(4m) = 3V1 − 2V1/m.  (9)

For V1 = −100 meV the bound is −300 meV per site. The slabs lie 50, 25 and 12.5 meV per site above it for m = 4, 8 and 16.

**Where symmetry makes V(k) stationary**

Measure k in units of 2π/a from here on, and write lattice vectors as R = (a/2)(p, q, r) with p + q + r even. The phase k·R is then π(k_x p + k_y q + k_z r). A reciprocal lattice vector G = (h, k, l) must make this a multiple of 2π for every R. The vectors (1,1,0), (0,1,1) and (1,0,1) require h + k, k + l and h + l to be even integers. Then 2h = (h + k) + (h + l) − (k + l) is even, so h is an integer, and so are k and l. The three integers are all even or all odd. This is also sufficient: for all-odd integers, hp + kq + lr has the parity of p + q + r.

Let g be one of the 48 operations of the cubic point group. Since (gk)·R = k·(g⁻¹R) and V(gR) = V(R), relabelling the sum in (3) gives V(gk) = V(k). Also V(k + G) = V(k). Let D(k) = ∇V(k). Differentiating V(gk) = V(k) gives gᵀD(gk) = D(k), and since g is orthogonal,

D(gk) = g D(k).  (10)

Suppose that g carries k to an equivalent point, gk = k + G. Periodicity gives D(gk) = D(k), and (10) becomes

D(k) = g D(k).  (11)

The gradient must be left unchanged by every such g. If no nonzero vector has this property, the gradient vanishes.

Take g to be inversion. It carries k to −k = k − 2k, so (11) applies whenever 2k is a reciprocal lattice vector. For Γ = (0,0,0), X = (1,0,0) and L = (½,½,½), 2k is (0,0,0), (2,0,0) and (1,1,1), all of which qualify. Then D = −D, and D = 0.

At W = (1,½,0), 2k = (2,1,0) has mixed parity, so inversion does not help. Use instead the fourfold rotoinversion about the y axis,

S(x, y, z) = (z, −y, −x).  (12)

It gives SW = (0,−½,−1) = W − (1,1,1), which is equivalent to W. Condition (11) now reads D_x = D_z, D_y = −D_y and D_z = −D_x. The second equation gives D_y = 0, and the other two give D_x = D_z = 0. The argument for W thus needs an operation other than inversion. If the interaction kept only inversion symmetry, this argument would be lost at W but would survive at Γ, X and L.

By (10) the gradient also vanishes at all symmetry images of these points. Up to reciprocal lattice vectors there are one Γ, three X, six W and four L points, 14 in all.

**No other point is forced**

A point is forced by symmetry if the gradient vanishes there for every interaction of cubic symmetry. It must then vanish for the first shell alone and for the second shell alone, which is enough to find all candidates.

The 12 first neighbours are (a/2)(±1,±1,0) and permutations. The four sign choices in one plane sum to 4 cos πk_x cos πk_y. The six second neighbours are a(±1,0,0) and permutations. The shell sums are therefore

S1 = 4(cos πk_x cos πk_y + cos πk_y cos πk_z + cos πk_z cos πk_x),
S2 = 2(cos 2πk_x + cos 2πk_y + cos 2πk_z).  (13)

Their derivatives are

∂S2/∂k_x = −4π sin 2πk_x,
∂S1/∂k_x = −4π sin πk_x (cos πk_y + cos πk_z),  (14)

and likewise for y and z. The second shell requires every component of k to be a multiple of ½. Now count the components that are half-odd, that is, an integer plus ½.

- None: every sin πk_i is zero, so the first shell adds no condition. Subtracting even triples leaves components 0 or 1. Since (1,1,1) is equivalent to Γ, and (1,1,0) to (0,0,−1), the point is Γ or X.
- One, say k_x: now sin πk_x = ±1, so cos πk_y + cos πk_z = 0. The integers k_y and k_z have opposite parity, which is a W point.
- Two, say k_x and k_y: the x condition needs cos πk_y + cos πk_z = 0, but the sum is 0 ± 1. No point survives.
- Three: all the cosines vanish and the conditions hold. This is an L point.

The four families are therefore the complete set of forced points. A particular interaction may have further stationary points. At each of them S1 or S2 has a nonzero gradient, so adding some of that shell to the interaction makes the point no longer stationary.

**Which special point wins for two shells**

Let V1 and V2 be the interactions in the first two shells, with all others zero. Write u = cos πk_x, v = cos πk_y and w = cos πk_z, each between −1 and 1, and define

P = uv + vw + wu,  Q = u² + v² + w².  (15)

Since cos 2πk_x = 2u² − 1, (13) gives

V(k) = V1S1 + V2S2 = 4V1P + 4V2Q − 6V2.  (16)

The cosines (u, v, w) are (1,1,1) at Γ, (−1,1,1) at X, (−1,0,1) at W and (0,0,0) at L. Hence

V(Γ) = 12V1 + 6V2,  V(X) = −4V1 + 6V2,
V(W) = −4V1 + 2V2,  V(L) = −6V2.  (17)

Four inequalities locate the minimum. First, 0 ≤ Q ≤ 3. Second, P ≥ −1: P is linear in each variable separately, so its minimum over the cube is reached at a corner, where P is 3 or −1. Third, 2P + Q = (u + v + w)² ≥ 0. Fourth, Q − P = ½[(u − v)² + (v − w)² + (w − u)²] ≥ 0.

For V1 > 0 there are three regions.

- V2 < 0: use P ≥ −1 and Q ≤ 3. Then V(k) ≥ −4V1 + 12V2 − 6V2 = V(X).
- 0 < V2 < V1/2: write 4V1P + 4V2Q = 4(V1 − 2V2)P + 4V2(2P + Q). The first term is at least −4(V1 − 2V2) and the second is non-negative. Then V(k) ≥ −4V1 + 8V2 − 6V2 = V(W).
- V2 > V1/2: write 4V1P + 4V2Q = 2V1(2P + Q) + (4V2 − 2V1)Q. Both terms are non-negative, so V(k) ≥ −6V2 = V(L).

For V1 < 0, P ≤ Q implies 4V1P ≥ 4V1Q, and

V(k) ≥ 4(V1 + V2)Q − 6V2.  (18)

If V2 < |V1|, the coefficient of Q is negative. Setting Q = 3 gives V(k) ≥ 12V1 + 6V2 = V(Γ). If V2 > |V1|, setting Q = 0 gives V(k) ≥ V(L).

When V1 > 0, the second shell thus selects the special point at which V(k) is lowest. At V2 = 0 it cannot choose between X and W. On the line joining them, (u, v, w) = (−1, v, 1), and P = −v + v − 1 = −1 for every v, so the whole line is degenerate.

**Stationary points that are not minima**

Keep only V1 and expand about L with k_i = ½ + q_i. Then cos πk_i = −sin πq_i ≈ −πq_i, and to second order

V(k) ≈ 4π²V1(q_x q_y + q_y q_z + q_z q_x).  (19)

The matrix of second derivatives has zeros on the diagonal and 4π²V1 elsewhere. Its eigenvalue is 8π²V1 along (1,1,1) and −4π²V1 for the two perpendicular directions. The signs differ, so L is a saddle. For V1 = 100 meV the eigenvalues are 7896, −3948 and −3948 meV/(2π/a)².

The lowest point can also avoid all four families. Add the fourth shell, (a/2)(±2,±2,0) and permutations, whose sum S4 is S1 with every k_i doubled. Choose V1 < 0, V4 = −V1 and all other shells zero. On the line (0,0,k_z), S1 = 4(1 + 2w) and S4 = 4[1 + 2(2w² − 1)] = 16w² − 4, so

V(k) = V4(S4 − S1) = V4(16w² − 8w − 8) = V4[16(w − ¼)² − 9].  (20)

The minimum on this line is −9V4, at cos πk_z = ¼ or k_z ≈ 0.420. The special-point values are 0 at Γ, 16V4 at X, 0 at W and 12V4 at L. For V4 = 100 meV the line reaches −900 meV. A numerical quasi-Newton minimization over all three components of k, begun from 61 points, found nothing lower; this is evidence for the global minimum, not a proof.

Using the lowest special-point value, zero, as V_min in (7) would give E/N ≥ 0. A simple structure violates this. Fill successive (001) layers in the order A, A, B, B. Besides the weight ¼ at Γ, this pattern has total weight ¼ at k_z = ±½, where w = 0 and V(k) = −8V4. Equation (4) gives E/N = ½(−8V4)(¼) = −V4, below the supposed bound. The minimum in (7) must be taken over the whole zone.

**A worked example**

Take two shells with V1 = 100 meV and V2 = −20, 20 or 80 meV. These are model parameters, one set for each region with V1 > 0. Equation (17) gives, in meV:

V2 = −20: Γ 1080, X −520, W −440, L 120
V2 = 20: Γ 1320, X −280, W −360, L −120
V2 = 80: Γ 1680, X 80, W −240, L −480

At the two compositions of interest, (7) becomes

B(½) = [V(Γ) + V_min]/8,  B(¼) = [V(Γ) + 3V_min]/32.  (21)

*Minimum at X.* The bounds are B(½) = (1080 − 520)/8 = 70 and B(¼) = (1080 − 1560)/32 = −15 meV per site. The L1_0 structure, with alternating A and B layers along [001], has

n(R) = ½[1 + (−1)^r].  (22)

All its weight away from Γ is at (0,0,1), so by (8) it reaches 70 meV. The L1_2 structure has

n(R) = ¼[1 + (−1)^p + (−1)^q + (−1)^r].  (23)

Since p + q + r is even, either all three integers are even and n = 1, or one is even and two are odd and n = 0. The waves are the three X points, so L1_2 reaches −15 meV. No configuration of any period can lie lower at these compositions.

*Minimum at W.* Now B(½) = (1320 − 360)/8 = 120 meV. The occupation

n(R) = ½ + (1/√2) cos[π(p + q/2) + π/4]  (24)

is built from W and −W. The phase is an odd multiple of π/4, so the cosine is ±1/√2 and n is 0 or 1. This structure reaches the bound.

At c = ¼ the bound is (1320 − 1080)/32 = 7.5 meV. L1_2 has weight 3/16 on X points, and (8) places it above the bound by

½(3/16)[V(X) − V(W)] = ½(3/16)(4V2) = 3V2/8 = 7.5 meV,  (25)

at 15 meV. A better candidate is D0_22. Its cell 2a × a × a has eight sites, with A atoms at the origin and at (a/2)(2,1,1). For the allowed wavevectors (h/2, k, l), with integer h, k and l,

n_k = ⅛[1 + (−1)^{h+k+l}].  (26)

This is ¼ when h + k + l is even and zero otherwise. Of the eight inequivalent wavevectors, four survive: Γ, (1,0,0), (½,1,0) and (½,0,1). The last two are W points. Each has weight 1/16, so the single X point costs

½(1/16)[V(X) − V(W)] = V2/8 = 2.5 meV,  (27)

and D0_22 lies at 10 meV. Evaluating (2) for all 2¹⁶ occupations of a 16-site cell, 2a × 2a × a, also gives 10 meV as the lowest energy at c = ¼. This settles the matter within that cell. For larger cells, the bound says only that any improvement is at most 2.5 meV per site.

*Minimum at L.* Here B(½) = (1680 − 480)/8 = 150 meV. The L1_1 structure, with alternating (111) layers, has

n(R) = ½[1 + cos(π(p + q + r)/2)].  (28)

Because p + q + r is even, the cosine is ±1. All the weight away from Γ is at L, and the energy is 150 meV per site, equal to the bound.

These conclusions hold for a fixed lattice and for pair energies that do not change with the configuration. Three-body terms add products of three occupations to (2). The energy is then no longer a sum of V(k)|n_k|², and (7) does not apply to it.
